# Cancellation of Leading Contact Terms in 1s and 2s Hyperfine Intervals

## Problem

A one-electron ion has a nucleus of charge $Z$, spin $1/2$ and magnetic moment $\mu$, counted positive when it is parallel to the nuclear spin. Let $E(ns)=E(F{=}1)-E(F{=}0)$ be the signed hyperfine interval of an $ns$ state, and let $E_F$ be its nonrelativistic value for $1s$. Consider

$$D=8E(2s)-E(1s).$$

1. Show that a contribution $K|\psi_{ns}(0)|^2$ with $K$ independent of $n$ drops out of $D$.
2. For a Dirac electron in the field of a point charge and a point dipole, to first order in $\mu$, show that $D$ starts at $\tfrac58(Z\alpha)^2E_F$. Find the next term.
3. Show that the leading effect of a finite nuclear size also cancels.
4. Evaluate $D$ for hydrogen and for the helium-3 ion, and state what the model omits.

Hartree atomic units are used, with $c=1/\alpha$ and $a=Z\alpha$. The nucleus is static, except for a reduced-mass factor introduced in part 4.

## Solution

### 1. Contact terms

The nonrelativistic functions are

$$\psi_{1s}=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad \psi_{2s}=\sqrt{\frac{Z^3}{8\pi}}\Big(1-\frac{Zr}{2}\Big)e^{-Zr/2}.$$

Hence $|\psi_{1s}(0)|^2=Z^3/\pi$ and $|\psi_{2s}(0)|^2=Z^3/(8\pi)$, so that

$$8K|\psi_{2s}(0)|^2-K|\psi_{1s}(0)|^2=0 .$$

The condition on $K$ matters. An interaction that also senses the energy of the state, or the shape of its wave function away from the origin, in general leaves a remainder. The relativistic correction is of this kind.

### 2. The Dirac interval

**Radial equations.** For an $s$ state with spinor $\chi$, write the upper and lower components as

$$\varphi=\frac{P}{r}\frac{\chi}{\sqrt{4\pi}},\qquad \eta=-i\,\frac{Q}{r}\,\sigma_r\frac{\chi}{\sqrt{4\pi}},\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.$$

For radial functions $F$ and $H$, $\boldsymbol\sigma\cdot\mathbf p\,F\chi=-i\sigma_rF'\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,(-i\sigma_rH)\chi=-(H'+2H/r)\chi$. Let $W=fc^2$ be the energy including rest energy. With $V=-Z/r$ we have $(W-V)/c=fc+a/r$, and the Dirac equation becomes

$$P'=\frac Pr+\Big(fc+\frac ar+c\Big)Q,\qquad Q'=-\frac Qr-\Big(fc+\frac ar-c\Big)P.$$

**Magnetic coupling.** The dipole has vector potential $\mathbf A=\alpha^2\boldsymbol\mu\times\mathbf r/r^3$. The electron has charge $-1$, so the perturbation is

$$c\,\boldsymbol\alpha\cdot\mathbf A=\alpha\,\boldsymbol\mu\cdot\frac{\mathbf r\times\boldsymbol\alpha}{r^3}.$$

The matrices $\boldsymbol\alpha$ connect $\varphi$ with $\eta$. The product rule for Pauli matrices gives $(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma)$. Its angular average is $i(\tfrac13-1)\boldsymbol\sigma=-\tfrac{2i}{3}\boldsymbol\sigma$. The factor $-i$ in $\eta$ turns this into $-\tfrac23\boldsymbol\sigma$, and the Hermitian conjugate term doubles it. With the nuclear moment operator $\boldsymbol\mu=\mu\boldsymbol\sigma_N$,

$$H_{\rm eff}=-\frac43\,\alpha\mu\,C_{-2}\;\boldsymbol\sigma\cdot\boldsymbol\sigma_N,\qquad C_{-2}=\int_0^\infty\frac{PQ}{r^2}\,dr .$$

Since $\boldsymbol\sigma\cdot\boldsymbol\sigma_N$ is $1$ for $F=1$ and $-3$ for $F=0$,

$$E(ns)=-\frac{16}{3}\,\alpha\mu\,C_{-2}.$$

In the nonrelativistic limit $Q=(P'-P/r)/(2c)$. Then $PQ/r^2=\frac{\alpha}{4}\frac{d}{dr}(P/r)^2$, and the integral is $-\frac{\alpha}{4}(P/r)^2_{r=0}=-\pi\alpha|\psi_{ns}(0)|^2$. This is a contact term, and for $1s$ it gives

$$E_F=\frac{16}{3}\,\alpha^2Z^3\mu .$$

**Energy.** Insert $P=e^{-\lambda r}r^\gamma\sum_{k=0}^{n_r}p_kr^k$ and the same form with $q_k$ for $Q$, where $n_r=n-1$. The lowest power requires $(\gamma-1)p_0=aq_0$ and $(\gamma+1)q_0=-ap_0$, hence $\gamma=\sqrt{1-a^2}$. The highest power requires $\lambda=c\sqrt{1-f^2}$ and $q=-\tau p$, with $\tau=\sqrt{(1-f)/(1+f)}$ and $p,q$ the top coefficients.

Let $p',q'$ be the coefficients one power lower, and $g=n_r+\gamma$. The next power gives

$$(g-1)p-aq=\lambda p'+c(1+f)q',\qquad (g+1)q+ap=\lambda q'+c(1-f)p'.$$

Multiply the first by $c(1-f)$ and the second by $\lambda$. The right sides become equal because $\lambda^2=c^2(1-f^2)$. Equating the left sides, inserting $q=-\tau p$ and dividing by $\lambda p$ gives

$$\tau(g-1+a\tau)=a-(g+1)\tau\quad\Rightarrow\quad 2g\tau=a(1-\tau^2).$$

Since $1-\tau^2=2f/(1+f)$ and $\tau(1+f)=\sqrt{1-f^2}$, this reads $g\sqrt{1-f^2}=af$, so

$$f=\frac gN,\qquad N=\sqrt{g^2+a^2}.$$

**Relations between moments.** Let $A_s$, $B_s$ and $C_s$ be the integrals of $r^s$ times $P^2+Q^2$, $P^2-Q^2$ and $PQ$, with $A_0=1$. The radial equations give

$$(P^2+Q^2)'=\tfrac2r(P^2-Q^2)+4c\,PQ,$$
$$(P^2-Q^2)'=\tfrac2r(P^2+Q^2)+4\big(fc+\tfrac ar\big)PQ,$$
$$(PQ)'=-\big(fc+\tfrac ar\big)(P^2-Q^2)+c(P^2+Q^2).$$

Multiply by $r^s$ and integrate by parts. Near the origin the boundary terms behave as $r^{s+2\gamma}$ and vanish for $s>-2\gamma$. Then

$$\text{(I)}\quad sA_{s-1}+2B_{s-1}+4cC_s=0,$$
$$\text{(II)}\quad sB_{s-1}+2A_{s-1}+4fcC_s+4aC_{s-1}=0,$$
$$\text{(III)}\quad sC_{s-1}-fcB_s-aB_{s-1}+cA_s=0.$$

*Values $s=0$ and $s=1$.* For $s=0$, (I) gives $C_0=-B_{-1}/(2c)$ and (III) gives $aB_{-1}=c(1-fB_0)$. Together, $4aC_0=-2(1-fB_0)$. For $s=1$, (I) gives $4cC_1=-1-2B_0$. Put both into (II) for $s=1$:

$$B_0+2-f(1+2B_0)-2(1-fB_0)=B_0-f=0 .$$

So $B_0=f$. With $1-f^2=a^2/N^2$ and $ca=Z$, it follows that $B_{-1}=c(1-f^2)/a=Z/N^2$.

*The moment $A_{-1}$.* The Hellmann–Feynman theorem gives $dW/dZ=\langle\partial V/\partial Z\rangle=-A_{-1}$. Here $W=c^2g/N$, $dZ=c\,da$ and $dg/da=-a/\gamma$. Therefore

$$A_{-1}=-c\,\frac{d}{da}\frac gN=-c\,\frac{a^2(dg/da)-ag}{N^3}=\frac{Z}{N^3}\Big(g+\frac{a^2}{\gamma}\Big).$$

The combination needed below is

$$G=c(A_{-1}-fB_{-1})=\frac{cZ}{N^3}\Big(g+\frac{a^2}{\gamma}-g\Big)=\frac{Z^2a}{\gamma N^3}.$$

Relation (II) for $s=0$ reads $4aC_{-1}=-2A_{-1}+2fB_{-1}=-2G/c$, so $C_{-1}=-G/(2Z)$.

*Value $s=-1$.* Relation (I) gives $A_{-2}=2B_{-2}+4cC_{-1}$. Inserted into (II), it leaves

$$3B_{-2}+4c(2+f)C_{-1}+4aC_{-2}=0 .$$

Relation (III) gives $aB_{-2}=G-C_{-2}$. Multiply the previous line by $a$ and insert $B_{-2}$ and $C_{-1}$:

$$3(G-C_{-2})-2(2+f)G+4a^2C_{-2}=0 .$$

Since $3-4a^2=4\gamma^2-1$,

$$C_{-2}=-\frac{(1+2f)G}{4\gamma^2-1}=-\alpha Z^3\,\frac{N+2g}{N^4\gamma(4\gamma^2-1)} .$$

This requires $2\gamma>1$, or $Z\alpha<\sqrt3/2$. The condition is physical within the model: the integrand of $C_{-2}$ behaves as $r^{2\gamma-2}$ at the origin, and at $2\gamma=1$ the first-order interval with a point dipole diverges.

**The two intervals.** Dividing by $E_F$ gives $E(ns)/E_F=-C_{-2}/(\alpha Z^3)$. For $1s$, $g=\gamma$ and $N=1$. For $2s$, $g=1+\gamma$ and $N^2=(1+\gamma)^2+1-\gamma^2=2+2\gamma$, so $N+2g=N+N^2$. Hence

$$\frac{E(1s)}{E_F}=\frac{1}{\gamma(2\gamma-1)},\qquad \frac{8E(2s)}{E_F}=\frac{8(N+1)}{N^3\gamma(4\gamma^2-1)},\quad N=\sqrt{2+2\gamma}.$$

**Expansion.** Put $x=(Z\alpha)^2$, so $\gamma=1-\frac x2-\frac{x^2}8+\dots$ For $1s$,

$$\gamma(2\gamma-1)=2(1-x)-\gamma=1-\tfrac32x+\tfrac18x^2+\dots,$$

$$\frac{E(1s)}{E_F}=1+\tfrac32x+\big(\tfrac94-\tfrac18\big)x^2+\dots=1+\tfrac32x+\tfrac{17}8x^2+\dots$$

For $2s$ it is convenient to add logarithms. From $N/2=\sqrt{(1+\gamma)/2}=1-\frac x8-\frac{5x^2}{128}+\dots$,

$$\ln\tfrac{N+1}{3}=-\tfrac{x}{12}-\tfrac{17x^2}{576},\qquad -3\ln\tfrac N2=\tfrac{3x}8+\tfrac{9x^2}{64},$$
$$-\ln\gamma=\tfrac x2+\tfrac{x^2}4,\qquad -\ln\tfrac{4\gamma^2-1}{3}=\tfrac{4x}3+\tfrac{8x^2}9,$$

up to order $x^3$. The constant factors multiply to one. The sum is $\frac{17}8x+\frac54x^2$, and exponentiation gives

$$\frac{8E(2s)}{E_F}=1+\tfrac{17}8x+\Big(\tfrac54+\tfrac{289}{128}\Big)x^2+\dots=1+\tfrac{17}8x+\tfrac{449}{128}x^2+\dots$$

Subtracting the $1s$ series,

$$\boxed{D=E_F\Big[\tfrac58(Z\alpha)^2+\tfrac{177}{128}(Z\alpha)^4+\dots\Big]}$$

The ones cancel as in part 1. The relativistic enhancement, relative to the nonrelativistic interval, is larger for $2s$ than for $1s$ at this order, so $D$ has the sign of $E_F$.

Numerical solutions of the radial Dirac equation test this result. Intervals at $Z=5$ and $10$, extrapolated linearly in $x$ to zero, give the coefficient $0.62498$, against $0.625$.

At large $Z$ two terms do not suffice. For $Z=80$ the numerical ratios are $2.5339$ and $1.9744$, so $D/E_F=0.559$, while the two-term series gives $0.374$. The closed expressions must be used there. Even they describe a point nucleus, not a real heavy one.

### 3. Finite nuclear size

Put both the charge and the magnetization on a shell of radius $R\ll1/Z$. Inside, the potential is constant, $V=-Z/R$. The dipole potential is $\mathbf A=-\alpha^2\boldsymbol\mu\times\nabla(1/r)$ for a point source. Averaging $1/|\mathbf r-\mathbf r'|$ over the shell gives a constant inside, so there $\mathbf A=0$; outside, $\mathbf A$ is unchanged.

Near the nucleus take $P=br$, to lowest order in $Z$. Neglecting the binding energy beside $V$, the equation for $Q$ becomes $(rQ)'=rVP/c$. A point charge gives $rQ=-\frac12abr^2$. The shell gives

$$rQ=-\frac{abr^3}{3R}\ (r<R),\qquad rQ=-ab\Big(\frac{r^2}2-\frac{R^2}6\Big)\ (r>R),$$

and the two forms agree at $r=R$. The magnetic integral now starts at $R$. Relative to the point nucleus it changes by

$$\Delta C_{-2}=ab^2\Big[\int_0^R\frac{dr}2+\int_R^\infty\frac{R^2}{6r^2}\,dr\Big]=\frac23\,ab^2R .$$

The second integral converges near $r\sim R$, which justifies using the short-distance form. The change in $Q$ also alters $P/r$, but by a relative amount of order $ZR$ close to the shell. This enters $C_{-2}$ at relative order $(ZR)^2$, up to a factor $\ln(1/ZR)$.

With $b^2=4\pi|\psi_{ns}(0)|^2=4Z^3/n^3$ and the unperturbed value $C_{-2}=-\alpha Z^3/n^3$,

$$\frac{\Delta E(ns)}{E(ns)}=-\frac83\,ZR$$

to leading order in $ZR$ and $Z\alpha$. The principal quantum number has dropped out, so the effect is a contact term and cancels in $D$. Its sign is that of a weakened interaction: the electron is less strongly attracted inside the shell, and the magnetic field there is removed.

The cancellation has a limit. For $Z=1$ and $R=0.004$ bohr, the numerical Dirac shifts are $-0.010739$ for $1s$ and $-0.010727$ for $2s$, against $-0.010667$ from the linear formula. The difference between the states is $1.2\times10^{-3}$ of the shift. At $R=0.002$ bohr this fraction is $6.0\times10^{-4}$. It halves with $R$, as expected if, at these radii, the state-dependent remainder is mainly of second order in $R$. These test radii have $ZR\gg(Z\alpha)^2$. The derivation also neglected relativistic terms in the linear shift, of relative order $(Z\alpha)^2\ln(1/ZR)$ in the part common to both states and $(Z\alpha)^2$ in the rest; for instance, even a size factor common to both states multiplies $\tfrac58(Z\alpha)^2E_F$. Such terms leave a remainder of first order in $R$, which cannot be neglected beside the second-order part when $ZR$ is below $(Z\alpha)^2$, as for the proton-size shell of part 4.

### 4. Hydrogen and the helium-3 ion

Nuclear motion enlarges the length scale of the wave function by $1+m/M$, where $m/M$ is the electron-to-nucleus mass ratio. The contact density, and with it $E_F$, is multiplied by $(1+m/M)^{-3}$. Applying this same factor to the relativistic term is a convention at the present accuracy, because other corrections of relative order $m/M$ are omitted from $D$.

**Hydrogen.** With $\mu=7.60516\times10^{-4}$ and $\alpha^2=5.32514\times10^{-5}$,

$$E_F=\tfrac{16}3(5.32514\times10^{-5})(7.60516\times10^{-4})(0.998368)=2.1564\times10^{-7}\ \text{hartree},$$

or $1418.840$ MHz. The leading term is

$$D\simeq0.625\times5.32514\times10^{-5}\times1418.840\ \text{MHz}=47.22\ \text{kHz}.$$

The next term adds $0.0056$ kHz, and the full Dirac expressions give $D=47.23$ kHz, or $7.178\times10^{-12}$ hartree. The separate intervals are $1418.9534$ MHz for $1s$ and $177.3751$ MHz for $2s$. Forming $8\times177.3751-1418.9534=0.0474$ MHz reproduces $D$ within rounding. It also shows the price of the cancellation: an error in the $2s$ interval enters $D$ multiplied by eight.

**Helium-3 ion.** Here $Z=2$, $\mu=-5.79370\times10^{-4}$ and $(Z\alpha)^2=2.13005\times10^{-4}$. The contact interval is $E_F=-8656.528$ MHz. The negative moment places $F=1$ below $F=0$, and $D$ is negative as well:

$$D\simeq0.625\times2.13005\times10^{-4}\times(-8656.528\ \text{MHz})=-1152.4\ \text{kHz}.$$

The next term is $-0.54$ kHz, and the full Dirac value is $D=-1153.0$ kHz, or $-1.7523\times10^{-10}$ hartree. The leading term scales as $Z^5\mu$, apart from the mass factor. The factor $2^5=32$ and the moment ratio $-0.762$ account for the value being about $-24$ times that of hydrogen.

**What has cancelled.** The anomalous magnetic moment of the electron multiplies the nonrelativistic contact interaction by $1+a_e$, with $a_e=0.00115965$. This adds $a_eE_F=1645$ kHz to the hydrogen $1s$ interval, about 35 times $D$, and one eighth of that to $2s$. For the helium-3 ion the $1s$ contribution is $-10.04$ MHz. Both drop out of $D$ at this order.

For the nuclear size, take a shell with the proton's rms charge radius, $R=1.589\times10^{-5}$ bohr. The hydrogen $1s$ shift is then $-\frac83RE_F=-60$ kHz. This is a model of the size effect and not a description of the proton's structure, but it shows the use of $D$: a structure-dependent term larger in magnitude than $D$ itself is removed at leading order.

**What remains outside the model.** State-dependent radiative and recoil corrections do not cancel, and neither does the state-dependent remainder of the size effect, of relative order $(Z\alpha)^2$ or $ZR$ compared with the cancelled size term. A rough scale for the radiative part, relative to the leading term of $D$, is $(\alpha/\pi)\ln[1/(Z\alpha)^2]$. This is an estimate of size with the numerical coefficient left undetermined. It gives $0.023$ for hydrogen and $0.020$ for the helium-3 ion, or about 1 kHz and 23 kHz, for a coefficient of one. A coefficient of a few would raise these values in proportion. Recoil enters at relative order $m/M$, which is $5\times10^{-4}$ and $2\times10^{-4}$, again with undetermined coefficients.

On this estimate the omitted radiative part exceeds the $(Z\alpha)^4E_F$ term in both systems. The further digits of the Dirac values therefore specify the model, while as predictions for the real ions the results are about $47$ kHz and $-1.15$ MHz, with omitted corrections that may reach several per cent. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
angular factor of the interval: -5.333333 (dimensionless)
Z = 80, 2s moments (a.u.): numerical, closed form
  B_0   0.9518156  0.9518156
  A_-1  25.8804259  25.8804259
  B_-1  22.0762006  22.0762006
  C_-1  -4.1692802  -4.1692802
  C_-2  -1183.4123848  -1183.4123848
Z = 80, n^3 E(1s)/E_F, numerical: 1.974425
Z = 80, n^3 E(2s)/E_F, numerical: 2.533908
series of E(1s)/E_F:   17*x**2/8 + 3*x/2 + 1   [x = (Z alpha)^2]
series of 8E(2s)/E_F:  449*x**2/128 + 17*x/8 + 1
coefficients of D/E_F: 5/8, 177/128
numerical D/(x E_F) at Z = 5, 10: 0.626845, 0.632430
extrapolated to x = 0: 0.624983; slope 1.3985
shell nucleus, Z = 1: R (bohr), shift 1s, shift 2s, -(8/3)ZR
  0.004  -0.0107394  -0.0107265  -0.0106667
  0.002  -0.0053564  -0.0053532  -0.0053333
uncancelled fraction of the shift: 1.19e-03, 5.98e-04
alpha = 0.0072973526; electron anomaly = 0.00115965
H: mu = 7.60516101e-04 a.u., m/M = 5.446170e-04
  (Z alpha)^2 = 5.32513544e-05, (1+m/M)^-3 = 0.99836793
  E_F = 1418.8401 MHz
  Dirac E(1s) = 1418.9534 MHz
  Dirac E(2s) = 177.3751 MHz
  leading term of D = 47.2220 kHz
  next term of D = 0.00556 kHz
  D, full Dirac = 47.2275 kHz = 7.17778e-12 hartree
  cancelled anomaly term in E(1s) = 1645.4 kHz
  rough relative size of omitted radiative part = 0.023
  proton rms charge radius = 1.5888e-05 bohr
  cancelled shell-size term = -60.1 kHz
3He+: mu = -5.79370490e-04 a.u., m/M = 1.819543e-04
  (Z alpha)^2 = 2.13005418e-04, (1+m/M)^-3 = 0.99945434
  E_F = -8656.5279 MHz
  Dirac E(1s) = -8659.2945 MHz
  Dirac E(2s) = -1082.5559 MHz
  leading term of D = -1152.4296 kHz
  next term of D = -0.54311 kHz
  D, full Dirac = -1152.9729 kHz = -1.75232e-10 hartree
  cancelled anomaly term in E(1s) = -10038.6 kHz
  rough relative size of omitted radiative part = 0.020
```
